# Magnetic dipole emission of Eu3+ and calibration of its radiative lifetime

## Question

An Eu$^{3+}$ ion sits in a transparent, non-magnetic host of refractive index $n$. Its $4f^6$ shell is described by the Hamiltonian $H=H_C+H_{so}$, where $H_C$ is the Coulomb repulsion within the shell and $H_{so}=\zeta\sum_i \mathbf l_i\cdot\mathbf s_i$. The level $^5D_0$ emits to the levels $^7F_J$. The line to $^7F_1$ is taken to be purely magnetic dipole, and the crystal field is ignored until part (e). Level names give the leading $LS$ term, although spin-orbit coupling mixes terms of equal $J$.

Algebra is in atomic units: $\hbar=m_e=e=1$, $\epsilon_0=1/4\pi$, $c=1/\alpha$ and $\mu_0=4\pi\alpha^2$.

**Data.** The model takes $\zeta=0.165$ eV. The ratios $F^4/F^2=0.668$ and $F^6/F^2=0.494$ of the Slater integrals are those of a hydrogenic $4f$ function. $F^2=11.10$ eV is fitted so that the photon energy is 2.10 eV (5904 Å), which is therefore an input. $H$ was diagonalized in the 295 determinants with $M_J=0$, which contain 14 states with $J=0$ and 19 with $J=1$. Let $a_\tau$ be the coefficient of $^5D_0$ on the $J=0$ state of term $\tau$, an eigenstate of $H_C$. Let $b_\tau$ be the coefficient of $^7F_1$ on the $J=1$ state of the same term, whose phase is fixed by requiring that $S_z|\tau,J{=}0\rangle$ be a positive multiple of $|\tau,J{=}1,M{=}0\rangle$.

| term | $a_\tau$ | $b_\tau$ |
|---|---|---|
| $^7F$ | +0.2408 | +0.9736 |
| $^5D$, lowest | +0.8972 | −0.2149 |
| $^5D$, second | +0.0230 | +0.0609 |
| $^5D$, third | +0.0064 | −0.0127 |
| $^3P$, lowest | −0.3598 | +0.0330 |

Five further $^3P$ terms add $-0.0001$ to $\sum a_\tau b_\tau$. The spin $g$ factor is $g_s=2.00232$.

**(a)** Derive the spontaneous rate $A_{MD}$, summed over the three states of $^7F_1$, in terms of the matrix elements of $\mathbf L+g_s\mathbf S$. Trace the power of $n$.

**(b)** Express the line strength through $a_\tau$ and $b_\tau$.

**(c)** Evaluate $A_{MD}/n^3$. A value of 14.65 s$^{-1}$ is quoted for this transition. With $F^2$ refitted to keep the photon energy, the model gives 12.22 s$^{-1}$ at $\zeta=0.155$ eV and 15.96 s$^{-1}$ at $\zeta=0.175$ eV. What standing does the quoted value have?

**(d)** Show why the line needs spin-orbit coupling, and find the ratio of the septet and quintet contributions to its amplitude for weak coupling. Compare with part (c).

**(e)** How does a weak axial crystal field change the summed rate, and how may it change a single component?

**(f)** Show how the $^7F_1$ band calibrates the radiative lifetime of $^5D_0$. Apply the result to $n=1.5$, photon rates to $^7F_1$, $^7F_2$, $^7F_4$ in the ratio 1 : 3 : 1, and a nonradiative rate of 300 s$^{-1}$. The band energies are 2.100, 2.017 and 1.788 eV. What happens if areas of a power spectrum are used instead?

## Model answers

### (a) The rate in the host

The magnetic moment is $\boldsymbol\mu=-\tfrac12(\mathbf L+g_s\mathbf S)$, since the Bohr magneton is $\tfrac12$ in these units. The coupling to the field is
$$
H'=-\boldsymbol\mu\cdot\mathbf B=\tfrac12(\mathbf L+g_s\mathbf S)\cdot\mathbf B .
$$
The ion is much smaller than the wavelength, so $\mathbf B$ is taken at its centre.

For one plane-wave mode in a volume $V$, write $\mathbf B=\mathcal B\,(c_k\mathbf u\,e^{i\mathbf k\cdot\mathbf r}+\text{h.c.})$, with $\mathbf u$ a unit vector normal to $\mathbf k$ and $c_k$ the photon annihilation operator. In the vacuum state $\langle \mathbf B^2\rangle=\mathcal B^2$. In a plane wave $|\mathbf E|=(c/n)|\mathbf B|$, so the electric energy density is
$$
\frac{n^2\epsilon_0E^2}{2}=\frac{\epsilon_0c^2B^2}{2}=\frac{B^2}{2\mu_0}.
$$
The magnetic part therefore holds half of the zero-point energy $\omega/2$:
$$
\frac{V\mathcal B^2}{2\mu_0}=\frac{\omega}{4}
\quad\Rightarrow\quad
\mathcal B^2=\frac{\mu_0\omega}{2V}=\frac{2\pi\alpha^2\omega}{V}.
$$
There is no $n$ here. The index enters through the number of modes. With $k=n\alpha\omega$ and dispersion neglected,
$$
\frac{V k^2\,dk\,d\Omega}{(2\pi)^3}=\frac{V n^3\alpha^3\omega^2}{8\pi^3}\,d\omega\,d\Omega .
$$

Let $\mathbf M=\langle f|\mathbf L+g_s\mathbf S|i\rangle$. The sum over the two polarizations gives $|\mathbf M|^2-|\hat{\mathbf k}\cdot\mathbf M|^2$. Its integral over directions is $4\pi|\mathbf M|^2-\tfrac{4\pi}{3}|\mathbf M|^2=\tfrac{8\pi}{3}|\mathbf M|^2$. The golden rule then gives, for one final state,
$$
2\pi\cdot\frac14\cdot\frac{2\pi\alpha^2\omega}{V}\cdot\frac{Vn^3\alpha^3\omega^2}{8\pi^3}\cdot\frac{8\pi}{3}|\mathbf M|^2
=\frac{n^3\alpha^5\omega^3}{3}|\mathbf M|^2 .
$$
The initial level has one state, so no average is needed. Summing over the final states,
$$
\boxed{A_{MD}=\frac{n^3\alpha^5\omega^3}{3}\,\mathcal S},\qquad
\mathcal S=\sum_{f}\left|\langle f|\mathbf L+g_s\mathbf S|{}^5D_0\rangle\right|^2 .
$$
$\mathcal S$ is the line strength in squared Bohr magnetons. No local-field factor has been applied, because the surroundings carry no magnetization that would alter $\mathbf B$ at the ion. A magnetic host would need a new derivation.

### (b) The line strength from the coefficients

Write $\mathbf L+g_s\mathbf S=\mathbf J+(g_s-1)\mathbf S$. Since $\mathbf J$ annihilates a state with $J=0$, only $(g_s-1)\mathbf S$ contributes.

A $J=0$ state requires $L=S$. In $4f^6$ such terms are $^7F$, $^5D$, $^3P$ and $^1S$. The spin $\mathbf S$ commutes with $H_C$, $\mathbf L$ and $\mathbf S^2$, so it does not leave the term $\tau$. It is a vector under rotations, so $S_a|\tau,0\rangle$ has $J=1$, where $a=x,y,z$.

The overlaps of these three states are $\langle\tau,0|S_aS_c|\tau,0\rangle$. The part antisymmetric in $a,c$ is proportional to the mean of a spin component, which vanishes for $J=0$. The symmetric part must be isotropic, with trace $\langle\mathbf S^2\rangle=S_\tau(S_\tau+1)$. Hence
$$
\langle\tau,0|S_aS_c|\tau,0\rangle=\delta_{ac}\frac{S_\tau(S_\tau+1)}{3},
\qquad
S_a|\tau,0\rangle=\sqrt{\frac{S_\tau(S_\tau+1)}{3}}\;|\tau,1,a\rangle .
$$
The second relation defines normalized Cartesian $J=1$ states with the phase stated in the question. The $a$ component of $^7F_1$ is $\sum_\tau b_\tau|\tau,1,a\rangle$ plus $J=1$ states that $\mathbf S$ cannot reach from $J=0$. With real coefficients,
$$
\langle{}^7F_1,a|S_c|{}^5D_0\rangle=\delta_{ac}\sum_\tau\sqrt{\frac{S_\tau(S_\tau+1)}{3}}\;a_\tau b_\tau .
$$
Three pairs $a=c$ contribute equally to the sum of squares, and this factor 3 cancels the $1/3$:
$$
\boxed{\mathcal S=(g_s-1)^2\Big[\sum_\tau\sqrt{S_\tau(S_\tau+1)}\;a_\tau b_\tau\Big]^2}.
$$
The weights are $\sqrt{12}$, $\sqrt6$ and $\sqrt2$ for septets, quintets and triplets, and zero for singlets. This form agrees numerically with the matrix element of $L_z+g_sS_z$ taken directly between the diagonalized states.

### (c) The number and its standing

In Bohr magnetons the three contributions to the amplitude are
$$
\begin{aligned}
{}^7F:&\quad 1.00232\,\sqrt{12}\,(0.2408)(0.9736)=+0.814,\\
{}^5D:&\quad 1.00232\,\sqrt6\,(-0.1928+0.0014-0.0001)=-0.470,\\
{}^3P:&\quad 1.00232\,\sqrt2\,(-0.0119-0.0001)=-0.017 .
\end{aligned}
$$
The sum is $0.327$, so $\mathcal S=0.327^2=0.107$. With $E_h$ the hartree energy,
$$
\frac{A_{MD}}{n^3}=\frac{\alpha^5}{3}\left(\frac{2.10\ \text{eV}}{E_h}\right)^3(0.1069)
=3.39\times10^{-16}\ \text{a.u.}=14.0\ \text{s}^{-1}.
$$

This is 4.3 % below the quoted 14.65 s$^{-1}$. No such number is a universal constant: by parts (a) and (b) the rate depends on the photon energy and, through $a_\tau$ and $b_\tau$, on the free-ion parameters. The two values at neighbouring $\zeta$ give a local exponent
$$
\frac{\ln(15.96/12.22)}{\ln(0.175/0.155)}\approx2.2 ,
$$
so a relative change in $\zeta$ appears about 2.2 times larger in the rate. Within this model $\zeta=0.1683$ eV, an increase of 2 %, reproduces 14.65 s$^{-1}$. This does not prove that $\zeta$ is the cause of the difference. The Slater ratios are hydrogenic, and mixing with other configurations is left out. At fixed $\zeta$ and photon energy, $F^4/F^2=0.62$ or $0.72$ gives 13.7 or 14.3 s$^{-1}$, and $F^6/F^2=0.45$ or $0.54$ gives 14.4 or 13.6 s$^{-1}$, so the ratios alone move the rate by 2 to 3 %. The model gives a rate near $14\,n^3$ s$^{-1}$ for the chosen $\zeta$, but since a 2 % change of this input moves it to 14.65, even the second digit is not firmly fixed.

### (d) Where the strength comes from

Since $[H_C,\mathbf S]=0$, the commutator of $H$ with $\mathbf S$ between eigenstates gives
$$
\big(E_{^7F_1}-E_{^5D_0}\big)\langle{}^7F_1|\mathbf S|{}^5D_0\rangle
=\langle{}^7F_1|[H_{so},\mathbf S]|{}^5D_0\rangle .
$$
The right side vanishes at $\zeta=0$, while the energy difference does not. The amplitude then vanishes too. For weak coupling it is linear in $\zeta$, and $\mathcal S\propto\zeta^2$.

For the ratio, let $F$ be the $^7F$ term and $D$ the lowest $^5D$ term, with $\Delta=E_D-E_F>0$. Define
$$
V_0=\langle F,0|H_{so}|D,0\rangle,\qquad V_1=\langle F,1,a|H_{so}|D,1,a\rangle .
$$
$V_1$ is the same for each $a$ by rotational symmetry. First-order perturbation theory gives
$$
a_F=\frac{V_0}{E_D-E_F}=\frac{V_0}{\Delta},\qquad
b_D=\frac{V_1}{E_F-E_D}=-\frac{V_1}{\Delta},
$$
with $a_D=b_F=1$. For any other term both $a_\tau$ and $b_\tau$ are at least first order, so their product does not enter. The amplitude is
$$
(g_s-1)\left[\sqrt{12}\,\frac{V_0}{\Delta}-\sqrt6\,\frac{V_1}{\Delta}\right].
$$

To relate $V_1$ to $V_0$, evaluate $X=\sum_a\langle F,0|S_aH_{so}S_a|D,0\rangle$ in two ways. First, part (b) gives $S_a|F,0\rangle=2|F,1,a\rangle$ and $S_a|D,0\rangle=\sqrt2\,|D,1,a\rangle$, so
$$
X=3\cdot2\sqrt2\,V_1=6\sqrt2\,V_1 .
$$
Second, $H_{so}$ is a sum of products $l_{ib}s_{ib}$, and $S_a$ commutes with $l_{ib}$. The spin $\mathbf s_i$ is a vector under the total spin, $[S_a,s_{ib}]=i\epsilon_{abc}s_{ic}$. Applying this commutator twice and summing over $a$ gives $\sum_a[S_a,[S_a,s_{ib}]]=2s_{ib}$. Expanding the double commutator,
$$
\mathbf S^2s_{ib}+s_{ib}\mathbf S^2-2\sum_aS_as_{ib}S_a=2s_{ib}.
$$
Between a bra with $S=3$ and a ket with $S=2$, $\mathbf S^2$ takes the values 12 and 6. Thus
$$
\sum_aS_as_{ib}S_a\to\tfrac12(12+6-2)s_{ib}=8s_{ib},\qquad X=8V_0 .
$$
Equating the two results,
$$
V_1=\frac{8}{6\sqrt2}V_0=\frac{2\sqrt2}{3}V_0,\qquad
\sqrt6\,V_1=\frac23\sqrt{12}\,V_0 .
$$
The septet and quintet contributions therefore stand as

$$\boxed{3:(-2)}.$$

Two thirds of the septet amplitude is cancelled. The sign comes from the opposite energy denominators: the upper level is mixed with the lower term, and the lower level with the upper term. Diagonalization at very small $\zeta$ gives the ratio $-1.500$.

At $\zeta=0.165$ eV the ratio is $0.814/(-0.470)=-1.73$, so the cancellation is weaker. Inserting the actual $a_F=0.2408$ into the weak-coupling pattern would give an amplitude $1.00232\,\sqrt{12}\,(0.2408)/3=0.279$ and a strength of 0.078. This is 27 % below the diagonalized 0.107, so higher orders matter.

The triplets show a different effect. The lowest $^3P$ coefficient in $^5D_0$ is larger in magnitude than the $^7F$ coefficient, yet its contribution is small. $H_{so}$ is a vector in spin space and changes $S$ by at most one, so $^3P$ enters $^7F_1$ only from second order on. The table shows a correspondingly small $b_\tau$.

### (e) Dependence on the crystal field

Let the axial field be $B\sum_i C^{(2)}_0(i)$, where $C^{(2)}_0=(3z^2-r^2)/(2r^2)$ for each electron. The summed rate contains
$$
\sum_f\omega_f^3|\mathbf M_f|^2
=\sum_a\langle i|M_a\,P\,(E_i-H)^3P\,M_a|i\rangle ,
$$
where $M_a$ is a component of $\mathbf L+g_s\mathbf S$, and $P$ projects on the three states that develop from $^7F_1$. While this group stays separate from other levels, the expression is smooth in $B$, even though the field splits the group.

Its first-order change cannot depend on the direction of the field axis, because the free ion is isotropic and the photon modes are taken to be isotropic too, which neglects any birefringence of the host. Now apply equal fields along $x$, $y$ and $z$. Their sum is zero:
$$
(3x^2-r^2)+(3y^2-r^2)+(3z^2-r^2)=0 .
$$
Three equal first-order changes thus add to zero, and each one vanishes. The summed rate changes from second order on. A single component selects a direction, so this argument does not protect it, and a linear change is allowed.

In the numerical model, doubling a weak field multiplies the change of the summed rate by 3.99 and that of the squared $M=0$ moment by 1.97, close to 4 and 2. For positive $B$ the squared $M=0$ moment first rises slightly, but at $B=0.1$ eV higher orders outweigh the linear term. There the summed rate is 1.1 % below its free-ion value, and the squared $M=0$ moment is 0.5 % below. These two figures are not directly comparable: the first refers to a rate and the second to a squared moment. The rate of a single component also carries the factor $\omega_f^3$, which changes linearly with $B$ as the field splits $^7F_1$; at $B=0.1$ eV the $M=0$ rate is 3.0 % below its free-ion value. Beyond second order the sign of $B$ matters: the summed rate falls by 2.3 % at $B=-0.1$ eV, by 3.5 % at $+0.2$ eV and by 11 % at $-0.2$ eV.

The magnetic dipole rate can thus serve as a standard between hosts with a weak crystal field, provided that $n$ is known and the free-ion parameters change little. Weak here means parameters of about 0.1 eV or less, and real sites also have terms of rank 4 and 6 that mix $J$. In the same model a cubic field with $C^{(4)}_0$ and $C^{(6)}_0$ coefficients 0.24 and 0.03 eV lowers the summed rate by 2.6 %, and one with 0.4 and 0.04 eV lowers it by 6 %. In strong-field hosts the standard is therefore uncertain by several per cent. If all Slater integrals and $\zeta$ fall together by 1 %, the free-ion states and $\mathcal S$ stay the same, but $\omega^3$ and the rate fall by 3 %. A relative error in $n$ enters three times over.

### (f) The lifetime

Let $A_J$ be the radiative rate to $^7F_J$ and $k_{nr}$ the nonradiative rate. After excitation the population decays as $e^{-kt}$, with $k=\sum_JA_J+k_{nr}$. The number of photons per excited ion in band $J$ is
$$
I_J=\int_0^\infty A_Je^{-kt}\,dt=\frac{A_J}{k}.
$$
The common factor $1/k$, and with it the nonradiative loss, cancels in ratios of areas:
$$
\boxed{\frac1{\tau_{rad}}=\sum_JA_J=A_{MD}\,\frac{I_{tot}}{I_{MD}}}.
$$
The areas must count photons. A spectrum recorded as power per wavelength is multiplied by $\lambda$ before integration, because each photon carries the energy $hc/\lambda$.

For the example,
$$
A_{MD}=1.5^3\times14.02=47.3\ \text{s}^{-1},\qquad
\frac{I_{tot}}{I_{MD}}=1+3+1=5 ,
$$
$$
\tau_{rad}=\frac1{5\times47.3\ \text{s}^{-1}}=4.23\ \text{ms}.
$$
The observed lifetime and the quantum yield of the level are
$$
\tau_{obs}=\frac1{236.5+300}\ \text{s}=1.86\ \text{ms},\qquad
\eta=\frac{\tau_{obs}}{\tau_{rad}}=0.44 .
$$

Power areas weight each band by its photon energy:
$$
\frac{2.100+3(2.017)+1.788}{2.100}=4.73 .
$$
The inferred lifetime becomes 4.47 ms, which is 5.6 % too long relative to 4.23 ms. The bands beyond $^7F_1$ have smaller photon energies and are undercounted.

An error in the standard also passes into the lifetime. With 14.65 in place of 14.02 s$^{-1}$ and the same measured areas, $\tau_{rad}$ would be $4.23\times14.02/14.65=4.05$ ms, and $\eta$ would rise to 0.46.

The calibration fails if the $^7F_1$ band contains appreciable electric dipole emission, if light from other levels overlaps the bands, if reabsorption removes different fractions of the bands, or if part of the $^5D_0$ spectrum is not recorded. If ions occupy several sites with different radiative rates, one ratio of areas no longer defines one radiative lifetime. The remaining computed values are in the numerical output.

## Computed results

```
states with M_J=0: 295, with J=0: 14, J=1: 19
photon energy (input) 2.10 eV, wavelength 5904 angstrom
zeta (input) 0.165 eV
hydrogenic F4/F2 0.6681, F6/F2 0.4943
fitted F2 11.103 eV, F4 7.418 eV, F6 5.488 eV
7F1 above 7F0: 0.0471 eV
7F2 above 7F0: 0.1300 eV
7F3 above 7F0: 0.2370 eV
7F4 above 7F0: 0.3593 eV
7F5 above 7F0: 0.4910 eV
7F6 above 7F0: 0.6278 eV
5D0 above 7F0: 2.1471 eV
coefficients a (5D0), b (7F1), by term:
  7F: a +0.2408  b +0.9736
  5D: a +0.8972  b -0.2149
  5D: a +0.0230  b +0.0609
  5D: a +0.0064  b -0.0127
  3P: a -0.3598  b +0.0330
  3P: a +0.0184  b -0.0046
  3P: a +0.0071  b -0.0013
  3P: a -0.0005  b -0.0021
  3P: a +0.0050  b -0.0011
  3P: a -0.0061  b +0.0011
1S weight in 5D0: 0.00666
moment from 7F: +0.8141 Bohr magneton
moment from 5D: -0.4701 Bohr magneton
moment from 3P: -0.0170 Bohr magneton
total moment +0.3270 Bohr magneton
g_s 2.00232, line strength 0.10694 Bohr magneton^2
weak-coupling septet/quintet ratio -1.5000
A_MD/n^3 = 14.017 1/s = 3.3905e-16 atomic units
deviation from quoted 14.65 1/s: -4.3 %
A_MD/n^3 at zeta 0.155 eV (F2 refitted): 12.221 1/s
A_MD/n^3 at zeta 0.175 eV (F2 refitted): 15.957 1/s
zeta that gives the quoted value: 0.1683 eV
axial field 0.1 eV: summed rate changes -1.14 %
  M=0 squared moment changes -0.46 %
field doubling: summed change x3.985, single x1.966
n 1.5, A_MD in host 47.31 1/s, nonradiative 300 1/s
band energies: 7F1 2.100 eV, 7F2 2.017 eV, 7F4 1.788 eV
area ratio total/MD: photons 5.0000, power 4.7330
tau_rad 4.228 ms; from power areas 4.466 ms
tau_obs 1.864 ms, quantum yield 0.4409
```
